Nonexponential Decay of Donor-Acceptor Luminescence for Random Pair Separations

In a model of silicon at 4 K with 10¹⁷ donors per cm³, half of the holes held by acceptors have recombined after 25 s, but 90% have recombined only after 1.69 × 10⁴ s. The ratio of these times is about 670. For an exponential decay it would be ln 10/ln 2 = 3.3, whatever the lifetime. Yet each pair in the model obeys an exponential law. The long tail comes from the spread of pair distances.

Consider acceptors that each hold a hole, surrounded by donors that each hold an electron. A saturating pulse has prepared this state at t = 0. An electron on a donor at distance r recombines with the hole at the rate

W(r) = W0 exp(−2r/a).

The electron's envelope falls as exp(−r/a), and the rate follows its square; this gives the factor 2. The constant W0 is the tail of the rate extrapolated to r = 0. It need not be the true rate at contact, where the envelope and the hole's finite size matter.

The donors have density N and independent, uniformly random positions. They greatly outnumber the acceptors, so competition between acceptors for the same donor is neglected. Recapture, thermal release, motion of the hole and other recombination channels are also left out.

Take one acceptor with n donors in a volume Ω. For fixed positions the channels act independently, and the probability that the hole survives to time t is

exp[−t Σᵢ W(rᵢ)] = Πᵢ exp[−W(rᵢ)t].

The average over one donor position is

(1/Ω) ∫ exp(−Wt) d³r = 1 − V(t)/Ω,

V(t) = ∫ [1 − exp(−W(r)t)] d³r.

The positions are independent, so the average of the product is the product of the averages, [1 − V/Ω]ⁿ. Let n and Ω grow with n/Ω = N fixed. Then V/Ω = NV/n, and the surviving fraction becomes

Q(t) = lim (1 − NV/n)ⁿ = exp[−N V(t)].

The integral V converges because W falls exponentially with distance. It acts as the volume that recombination has swept by time t: near donors contribute almost fully, far donors hardly at all.

Now set x = 2r/a and u = W0 t. Since 4πr² dr = 4π(a/2)³x² dx,

NV = η G(u), η = 4πN(a/2)³ = πNa³/2,

G(u) = ∫₀^∞ x² [1 − exp(−u e^(−x))] dx.

Thus Q = exp(−ηG). The number η measures the density in units of the decay length, and W0 only sets the unit of time.

Each photon removes one neutral acceptor. The photon rate per initial acceptor is therefore I = −dQ/dt = kQ, where the instantaneous decay rate is

k(t) = −d ln Q/dt = N ∫ W exp(−Wt) d³r.

At t = 0 the integral is elementary. Using ∫₀^∞ x²e^(−x) dx = 2,

k(0) = 4πN(a/2)³ W0 × 2 = πNa³W0.

Differentiating once more gives

dk/dt = −N ∫ W² exp(−Wt) d³r < 0.

An exponential decay would have constant k, so this inequality proves that the averaged decay is nonexponential. Its meaning is seen by writing Γ = ΣW(rᵢ) for the total rate of one acceptor. With an average over all acceptors denoted by angle brackets, Q = ⟨e^(−Γt)⟩ and

k = ⟨Γ e^(−Γt)⟩/⟨e^(−Γt)⟩.

This is the mean of Γ among the survivors. Its time derivative is −⟨Γ²e^(−Γt)⟩/Q + k², which is minus the variance of Γ among them. Acceptors with close donors disappear first, and those left behind have smaller rates.

The early decay follows by expanding the exponential in G. From ∫₀^∞ x²e^(−jx) dx = 2/j³,

G(u) = 2u − u²/8 + u³/81 − …

For u ≪ 1 this gives Q ≈ exp(−2ηu) = exp[−k(0)t]. The decay looks exponential only while even the closest pairs have had little time to recombine.

For u ≫ 1 a different form is needed. A first picture replaces 1 − exp(−Wt) by a step: one where Wt > 1 and zero beyond. The step lies at x = L, with L = ln u, or at the radius (a/2) ln(W0 t). The sphere inside it gives G ≈ L³/3. The corrections to this estimate can be found in closed form.

Integrate G by parts, taking x³/3 as the integral of x². The boundary term vanishes at x = 0 because of x³, and at infinity because the bracket falls as u e^(−x). The derivative of the bracket is

d/dx [1 − exp(−u e^(−x))] = −u e^(−x) exp(−u e^(−x)).

Its minus sign cancels the one from integration by parts, so

G = (1/3) ∫₀^∞ x³ u e^(−x) exp(−u e^(−x)) dx.

Substitute y = u e^(−x). Then x = L − ln y and u e^(−x) dx = −dy. The limits run from y = u to y = 0, and reversing them removes the minus sign:

G = (1/3) ∫₀^u (L − ln y)³ e^(−y) dy.

If the upper limit is extended to infinity, the integral is the third moment of L + s, where s = −ln y and y has the probability density e^(−y). The moments of s follow from

⟨e^(θs)⟩ = ∫₀^∞ y^(−θ) e^(−y) dy = Γ(1 − θ),

where Γ(1 − θ) is the gamma function. The product formula for this function gives

ln Γ(1 − θ) = γθ + ζ(2)θ²/2 + ζ(3)θ³/3 + …,

with γ = 0.5772 Euler's constant and ζ the Riemann zeta function. The coefficient of θʲ/j! is the j-th cumulant. Hence s has mean γ, variance ζ(2) = π²/6 and third central moment 2ζ(3).

Write m = L + γ and s = γ + δ, so that L + s = m + δ with ⟨δ⟩ = 0. Expanding the square and the cube gives

P2 = ⟨(m + δ)²⟩ = m² + π²/6,

P3 = ⟨(m + δ)³⟩ = m³ + 3m⟨δ²⟩ + ⟨δ³⟩ = m³ + π²m/2 + 2ζ(3).

Therefore G ≈ P3/3. The part added by extending the integral must be subtracted again. Since L − ln y = −ln(y/u), the difference is positive:

G − P3/3 = (1/3) ∫_u^∞ ln³(y/u) e^(−y) dy.

With y = u + z and ln(1 + z/u) < z/u, and with ∫₀^∞ z³e^(−z) dz = 6, this remainder is less than 2e^(−u)/u³. At u = 10 the bound is already 9 × 10⁻⁸. The polynomial is thus accurate well before L becomes large, whereas the step estimate L³/3 is not.

The intensity needs the derivative of G. From its definition and the same substitution,

u G′(u) = ∫₀^∞ x² u e^(−x) exp(−u e^(−x)) dx = ∫₀^u (L − ln y)² e^(−y) dy.

Extending the limit gives P2, with an error below 2e^(−u)/u² by the same argument. Since k = ηW0G′ = (η/t)uG′, the late-time result is

I(t) = (η/t) P2 exp(−ηP3/3), u ≫ 1.

The factor 1/t explains why such decays resemble a power law. The other two factors bend it. On a double logarithmic plot the local exponent is −d ln I/dL, because ln t and L differ by a constant. We have dP2/dL = 2m and dP3/dL = 3m² + π²/2 = 3P2, so

−d ln I/d ln t = 1 + ηP2 − 2m/P2.

The term 2m/P2 flattens the decay, because the swept shell grows in area as it moves outward. The term ηP2 steepens it, because the supply of neutral acceptors runs down. They balance when ηP2² = 2m, or roughly m³ = 2/η when m is large. At that moment the exponent is 1. Lower density moves this point to later times.

For the example take N = 10¹⁷ cm⁻³ = 10⁻⁴ nm⁻³, a = 1.8 nm and W0 = 10⁴ s⁻¹. Then

η = π × 10⁻⁴ × 1.8³/2 = 9.16 × 10⁻⁴,

k(0) = 2ηW0 = 18.3 s⁻¹.

If the initial rate persisted, a fraction 1.1 × 10⁻⁸ would survive to 1 s. The spread of distances changes this completely. At 1 s, u = 10⁴, L = 9.210 and m = 9.788. The polynomials are P2 = 97.44 and P3 = 988.3, so

Q = exp(−9.16 × 10⁻⁴ × 988.3/3) = 0.740,

I = 9.16 × 10⁻⁴ × 97.44 × 0.740/(1 s) = 0.066 s⁻¹ per acceptor.

The step estimate L³/3 alone would give Q = 0.788, which is 6.5% above the full value.

At 1 ms the survival is 0.988 and the intensity 8.99 s⁻¹. At 1000 s they are 0.235 and 6.04 × 10⁻⁵ s⁻¹. The local exponent rises from 0.43 at 1 ms through 0.89 at 1 s to 1.14 at 1000 s. Between the last two times the intensity falls by a factor of about 1090 while time grows by 1000. Those two points alone would suggest a 1/t law, although the slope drifts throughout the interval.

The ratio of 670 can now be traced. Survival of 50% requires P3 = 3 ln 2/η = 2270, and survival of 10% requires P3 = 3 ln 10/η = 7540. The corresponding values of m are 13.01 and 19.52. Time is proportional to e^m, so the ratio is e^6.51, or about 670. A modest increase in distance costs an exponential increase in time.

The density dependence is simple at fixed time, a and W0, because G does not change. With ten times fewer donors, ηG at 1 s falls from 0.302 to 0.030 and the survival rises to 0.97. A change in W0 leaves the shape alone: if W0 is ten times larger, each value of Q is reached ten times sooner.

The distance of the emitting pairs also follows. The probability per unit time that the photon comes from a donor in d³r is N W exp(−Wt) d³r times Q, since all the other donors must have failed to recombine first. The factor Q cancels in the mean distance, leaving

⟨r⟩ = (a/2) ∫x³e^(−x)exp(−u e^(−x))dx / ∫x²e^(−x)exp(−u e^(−x))dx = (a/2) 3G/(uG′).

For u → 0 this is 3a/2, or 2.7 nm here. For u ≫ 1 it becomes (a/2)P3/P2, which is 3.7 nm at 1 ms, 9.1 nm at 1 s and 15.2 nm at 1000 s.

This outward movement shifts the spectrum. Before emission both centres are neutral; afterwards the donor is positive and the acceptor negative. Their attraction lowers the final energy and so raises the photon energy by e²/(4πε₀εᵣr). With εᵣ = 11.7, this energy at the mean distance is 34 meV at 1 ms, 13.5 meV at 1 s and 8.1 meV at 1000 s. The late light is therefore redder. The first value is rough, because centres only two decay lengths apart also interact while they are still neutral, and that energy is left out. These are energies at the mean distance, not averages of the Coulomb energy.

A simulation tests the average over positions without using G. It places 30,000 acceptors and 600,000 donors at random in a periodic box and draws an exponential waiting time for every pair closer than 30 nm. If each acceptor simply takes its earliest event, the survival is 0.988, 0.739 and 0.233 at 1 ms, 1 s and 1000 s. The formula gives 0.988, 0.740 and 0.235. The mean distance for emission between 0.5 and 2 s is 9.19 nm, with a sampling error of about 0.03 nm. The calculated value is 9.13 nm at 1 s and about 9.15 nm averaged over that window.

The same events also show what happens when a donor can be used only once. With 5 × 10¹⁵ acceptors per cm³, one for every 20 donors, the survival at 1000 s rises from 0.233 to 0.243. A separate run with equal densities gives 0.419, and repeated runs scatter by up to 0.01. The independent-acceptor formula then fails badly at late times, although at 1 ms the survival is still 0.988.

The numbers describe the regime of silicon doped with phosphorus and boron, with rough parameters. A donor density of 10¹⁷ cm⁻³ is ordinary, and a decay length of 1.8 nm is reasonable for a binding energy near 45 meV. The value of W0 is an assumed scale, so the absolute times carry its full uncertainty. The product N^(1/3)a is 0.084, well below the rough value 0.26 for the metallic transition. With a release prefactor of 10¹² s⁻¹, thermal escape of the electron is negligible at 4.2 K and reaches 10⁻³ s⁻¹ at about 15 K. A released electron is almost always recaptured by an ionized donor rather than by a hole, so its escape rate alone does not say when the tail is disturbed. The hole on boron is bound about as weakly, and with the same prefactor its escape rate equals the decay rate at 1000 s, 2.6 × 10⁻⁴ s⁻¹, near 14.5 K. Pure tunnelling from fixed sites is a safe assumption only well below that.

The rate of a real pair is not purely exponential in the distance. If the hole has a radius of 1.3 nm and the rate follows the squared overlap of the two envelopes, keeping the contact rate at 10⁴ s⁻¹ makes the pair rate at 9.1 nm 66 times larger. The survival at 1 s then drops from 0.74 to 0.38. If the two rates are instead matched at 9.1 nm, the survival at 1 s is again 0.74, and at 1000 s it is 0.19 instead of 0.235. These sizes depend on the overlap rule. Phonon-assisted emission across the indirect gap of silicon follows more nearly the overlap of the two densities, which gives a factor of 13 instead of 66, a survival of 0.54 at 1 s for the same contact rate, and 0.22 at 1000 s for matched rates. Under either rule W0 must be taken from the tail at the distances that emit, not from contact.

The electron mass in silicon is also anisotropic. Rough masses of 0.19 and 0.92 electron masses give decay lengths of 2.11 and 0.96 nm. Averaging the rate over the three valley axes at fixed W0 changes the survival at 1 s from 0.740 to 0.751, and at 1000 s from 0.235 to 0.220. The early decay is slower because a³ in k(0) is replaced by the product 2.11² × 0.96 nm³, which is 27% smaller. The reversal at late times is consistent with the longer tails along some directions reaching more distant donors.

Finally, the positions may not be random. While the crystal is hot, ionized donors and acceptors attract each other, and cooling can freeze in an excess of close pairs. An unscreened Boltzmann factor at 1000 K lowers the survival at 1 s to 0.68 and at 1000 s to 0.19. Mobile carriers screen the attraction, so this estimate overstates the clustering: a Debye length of about 6 nm, as set by the intrinsic carriers at 1000 K, gives 0.71 and 0.22. The pulse matters too: under weak excitation, close pairs recombine before they are refilled and are under-represented at t = 0, which weakens the early light. The derived law therefore applies to saturated, randomly placed pairs with a large excess of donors, at temperatures where the carriers stay bound. It also requires that other recombination channels are negligible and that the pair rate is close to exponential over the distances that emit. The values of the main runs are in the numerical output below.

Numbers as computed

```
donor density N = 1.0e+17 cm^-3
acceptor density = 5.0e+15 cm^-3
decay length a = 1.80 nm
rate prefactor W0 = 1.0e+04 s^-1
eta = 9.1609e-04 (dimensionless)
initial decay rate = 18.322 s^-1
exponential with that rate, survival at 1 s = 1.10e-08
--- time t = 0.001 s
u = 1.0e+01, ln u = 2.3026, m = 2.8798
P2 = 9.938, P3 = 40.498, G = 13.499
survival Q = 0.9877
instantaneous rate k = 9.1043e+00 s^-1
intensity I = 8.9924e+00 s^-1 per acceptor
local exponent -dlnI/dlnt = 0.4296
mean emission distance = 3.668 nm
Coulomb energy at that distance = 33.56 meV
--- time t = 1 s
u = 1.0e+04, ln u = 9.2103, m = 9.7876
P2 = 97.441, P3 = 988.315, G = 329.438
survival Q = 0.7395
instantaneous rate k = 8.9265e-02 s^-1
intensity I = 6.6010e-02 s^-1 per acceptor
local exponent -dlnI/dlnt = 0.8884
mean emission distance = 9.128 nm
Coulomb energy at that distance = 13.48 meV
--- time t = 1000 s
u = 1.0e+07, ln u = 16.1181, m = 16.6953
P2 = 280.378, P3 = 4738.333, G = 1579.444
survival Q = 0.2353
instantaneous rate k = 2.5685e-04 s^-1
intensity I = 6.0436e-05 s^-1 per acceptor
local exponent -dlnI/dlnt = 1.1378
mean emission distance = 15.210 nm
Coulomb energy at that distance = 8.09 meV
---
Q at 1 s from ln^3 term alone = 0.7877
time to 50% survival = 25.1 s
time to 10% survival = 1.69e+04 s, ratio 672.6
survival triples below: at 1 ms, 1 s, 1000 s
simulation, no depletion: 0.9878, 0.7385, 0.2330
simulation, example depletion: 0.9878, 0.7401, 0.2434
simulation, equal densities: 0.9879, 0.7651, 0.4189
simulated distance, 0.5 to 2 s = 9.187 nm
valley tails: 2.111 nm (mt), 0.959 nm (ml)
anisotropic tails: 0.9905, 0.7506, 0.2201
hole radius = 1.30 nm
finite hole, same contact rate: 0.9142, 0.3819, 0.0383
its pair-rate increase at 9.13 nm = 66.4 times
finite hole, rate matched there: 0.9972, 0.7413, 0.1895
Coulomb length at 1000 K = 1.428 nm
unscreened clustering: 0.9741, 0.6783, 0.1874
log10(release rate in s^-1) at 4.2 K = -42.0
release reaches 1e-3 s^-1 at T = 15.1 K
N^(1/3) a = 0.0835 (metallic near 0.26)
```
